# Inferring a drain-field length from MOSFET substrate current

## Problem

In an n-channel silicon MOSFET biased in saturation, hot electrons near the drain create electron–hole pairs by impact ionization. The holes leave through the substrate and are measured as the substrate current $I_{sub}$. Let $V=V_d-V_{dsat}$ be the drain voltage in excess of its saturation value, and let $R=I_{sub}/I_d$.

The gate voltage is held fixed, and $V_{dsat}$ is taken as constant. When $V$ goes from $V_1=2$ V to $V_2=3$ V, the quantity $R/V$ rises by a factor $F=17$. The ionization coefficient (pairs created per electron per unit path) is taken to follow the local field magnitude $E$:

$$\alpha(E)=A\,e^{-B/E},\qquad B=1.7\ \text{MV/cm}.$$

The field grows towards the drain over a length $l$, defined by a model equation for the potential $u$ in excess of $V_{dsat}$:

$$\frac{d^2u}{dy^2}=\frac{u}{l^2},\qquad u(0)=0,\qquad \frac{du}{dy}(0)=E_{sat}.$$

Here $y$ runs along the channel from the saturation point to the drain, where $u=V$, and $E=du/dy$. The length $l$ is the same at both biases.

(a) Find how $R$ depends on $V$ when $E_{sat}$ is small and multiplication is weak.
(b) Infer $l$.
(c) Estimate how far the approximations move the answer, using the rough values $A=2\times10^6$ cm$^{-1}$ and $E_{sat}=0.04$ MV/cm.

## Hints

1. Solve for $u$ and eliminate $y$ to find the peak field at the drain.
2. Each electron creates $\alpha\,dy$ pairs in a distance $dy$. Change the integration variable from $y$ to $E$.
3. The exponential makes the region of highest field dominate. One integration by parts extracts its contribution.
4. The constant $A$ is not needed in part (b). Take a ratio.

## Solution

### (a) The current ratio

The solution that satisfies both conditions at $y=0$ is

$$u=lE_{sat}\sinh(y/l),\qquad E=\frac{du}{dy}=E_{sat}\cosh(y/l).$$

At the drain, $\sinh(y/l)=V/(lE_{sat})$. Since $\cosh^2=1+\sinh^2$, the peak field obeys

$$E_m^2=E_{sat}^2+\left(\frac{V}{l}\right)^2 .$$

For $V/l\gg E_{sat}$ this becomes $E_m\approx V/l$.

Weak multiplication means that the electron current is nearly $I_d$ along the whole path. If all the generated holes reach the substrate, then

$$R=\int \alpha\,dy .$$

To change variable, differentiate the field:

$$\frac{dE}{dy}=\frac{E_{sat}}{l}\sinh(y/l)=\frac{\sqrt{E^2-E_{sat}^2}}{l}\approx\frac{E}{l}.$$

Hence $dy\approx l\,dE/E$. The lower limit may be moved from $E_{sat}$ to zero, because ionization at such low fields is exponentially small. With $t=B/E$ we have $dE/E=-dt/t$, and the minus sign reverses the limits:

$$R=Al\int_0^{E_m}e^{-B/E}\frac{dE}{E}
=Al\int_x^\infty\frac{e^{-t}}{t}\,dt\equiv Al\,E_1(x),
\qquad x=\frac{B}{E_m}=\frac{Bl}{V}.$$

The function $E_1$ is the exponential integral. Integrating by parts,

$$E_1(x)=\frac{e^{-x}}{x}-\int_x^\infty\frac{e^{-t}}{t^2}\,dt .$$

The last integral is positive. It is also smaller than $E_1(x)/x$, because $1/t^2<1/(xt)$ for $t>x$. The first fact gives $E_1<e^{-x}/x$. The second gives $E_1(1+1/x)>e^{-x}/x$. Together,

$$\frac{x}{x+1}<x\,e^x E_1(x)<1 .$$

For large $x$ we may therefore use $E_1\approx e^{-x}/x$. Substituting $x=Bl/V$, the length cancels from the prefactor:

$$R\approx Al\,\frac{V}{Bl}\,e^{-Bl/V}=\frac{A}{B}\,V\,e^{-Bl/V}.$$

The factor $V$ has a simple origin. Most pairs are created where the field is within a fraction of order $1/x$ of its peak, a strip of width about $l/x=V/B$. The strip widens in proportion to $V$, and dividing $R$ by $V$ removes this effect.

The result requires $lE_{sat}\ll V\ll Bl$. The left condition gives $E_m\approx V/l$, and the right one makes $x$ large. Because $x$ is large, even a small change of $E_m$ can matter in the exponent. Expanding the square root gives $B/E_m\approx x\left[1-\tfrac12(lE_{sat}/V)^2\right]$, so neglecting $E_{sat}$ also requires $\tfrac{x}{2}(lE_{sat}/V)^2\ll1$. There is a further limit at low voltage: the law assigns some ionization to any $V>0$, although an electron needs at least the band-gap energy, roughly 1.1 eV in silicon, to create a pair. At $V=2$ V the whole potential drop across the high-field region is less than twice this value. For the length found in part (b), the drop across the strip of width $l/x$, where most pairs are created, is only about 0.2 V at 2 V and 0.5 V at 3 V. Electrons must therefore collect most of their energy upstream of the strip, at lower fields, so the local-field law should be used with caution at both biases.

### (b) The length

Divide by $V$ and take the ratio at the two biases. The factor $A/B$ cancels:

$$F=\frac{R_2/V_2}{R_1/V_1}=\exp\left[Bl\left(\frac1{V_1}-\frac1{V_2}\right)\right].$$

Taking the logarithm and solving for $l$,

$$l=\frac{\ln F}{B\,(1/V_1-1/V_2)} .$$

The data give $\ln 17=2.833$ and $1/2-1/3=0.1667$ V$^{-1}$, so

$$Bl=\frac{2.833}{0.1667\ \text{V}^{-1}}=17.0\ \text{V},\qquad
l=\frac{17.0\ \text{V}}{1.7\times10^6\ \text{V/cm}}=1.0\times10^{-5}\ \text{cm}=100\ \text{nm}.$$

The measured rise fixes the product $Bl$. The length follows only after $B$ has been supplied, and any relative error in $B$ passes into $l$ with the opposite sign, to first order.

The dependence on $F$ is milder. Differentiating $l\propto\ln F$ gives

$$\frac{\delta l}{l}=\frac{\delta F}{F\ln F}.$$

If $F$ is 10 percent larger, $l$ becomes 103 nm.

Two biases determine a slope but cannot test the law. With more biases, $\ln(R/V)$ can be plotted against $1/V$. The simple formula predicts a straight line of slope $-Bl$; a finite $E_{sat}$ makes the slope somewhat smaller in magnitude.

### (c) The approximations

For $l=100$ nm the condition $lE_{sat}\ll V\ll Bl$ reads $0.4\ \text{V}\ll V\ll17$ V. Both biases lie inside this window, but not by a huge margin, and the shift of the exponent, $\tfrac{x}{2}(lE_{sat}/V)^2$, is 0.17 at 2 V. The corrections therefore deserve numbers.

**The integration by parts.** At 2 V, $x=8.5$, and the integral is 0.903 times the leading term. At 3 V, $x=5.67$, and the factor is 0.866. For $l=100$ nm the predicted rise is therefore

$$17\times\frac{0.866}{0.903}\approx16.3 .$$

A slightly longer $l$ is needed to restore 17. Solving with the full exponential integral gives 101.5 nm.

**The saturation field.** Including $E_{sat}$ raises the peak field from 0.200 to 0.204 MV/cm at 2 V, and from 0.300 to 0.303 MV/cm at 3 V. The exponent $B/E_m$ falls by about 0.17 at the lower bias but by only 0.05 at the higher one. The high-field region also becomes slightly longer, because $dE/dy$ is now smaller than $E/l$. As a result of both effects, $R$ increases by a larger factor at 2 V, from $4.33\times10^{-4}$ to $5.32\times10^{-4}$, than it does at 3 V, from $1.06\times10^{-2}$ to $1.13\times10^{-2}$. The predicted rise is reduced again, and the length that reproduces 17 becomes 107 nm.

**Multiplication.** Let the electron current grow as $dI=\alpha I\,dy$, and write $K=\int\alpha\,dy$. The current entering the region is then $I_de^{-K}$. The difference between the outgoing and incoming electron currents is the hole current, so

$$R=1-e^{-K}.$$

Since $K$ is only about 0.01 at 3 V, this changes the inferred length by only about 0.15 nm. Ionization by the holes is left out.

Within the local-field model, then, the simple formula is low by about 7 percent relative to the fuller calculation.

**Temperature.** Suppose that an electron ionizes if it gains an energy $W$ without scattering. It must travel a distance $W/(qE)$, where $q$ is the elementary charge. With mean free path $\Lambda$, the probability is $\exp[-W/(qE\Lambda)]$, so $B=W/(q\Lambda)$. Phonon emission and absorption occur at rates proportional to $N+1$ and $N$, where $N$ is the phonon occupation. Hence

$$B\propto\frac1\Lambda\propto 2N+1,\qquad N=\frac{1}{e^{E_p/k_BT}-1}.$$

For a rough phonon energy $E_p=63$ meV and fixed $W$, $B$ is 1.16 times larger at 400 K than at 300 K. If the given $B$ applies at 300 K but the same rise was measured at 400 K, the simple formula gives 86 nm in place of 100 nm, and the calculation with $E_{sat}$ gives 91 nm in place of 107 nm.

**Comparison with a real device.** The numbers correspond roughly to a silicon n-channel transistor of the micrometre generation, with peak fields of a few tenths of a MV/cm. One assumption that matters a great deal is that ionization follows the local field. Electrons need a distance to heat up and cool down, roughly 65 nm, which is comparable with $l$ itself. Variation 2 shows that, if $B$ is kept at 1.7 MV/cm and taken as a uniform-field value, the true field length could then be 35 nm. The peak fields $V/l$ would in that case be 0.57 and 0.86 MV/cm, well above the values in the local reading. With a rough bulk-like value $B=1.2$ MV/cm, the apparent length is 142 nm, and subtracting 65 nm leaves 77 nm. Both 35 nm and 77 nm neglect $E_{sat}$. With the rough value used above, and with electrons that have adjusted to $E_{sat}$ by the saturation point, they rise by roughly 10 and 20 nm; electrons that arrive colder give smaller rises, down to about 4 and 14 nm. The 100 nm result is thus an effective length tied to a choice of $B$, and not a direct measurement of the field profile.

## Variation 1: an error in the saturation voltage

*The value used for $V_{dsat}$ was 0.1 V too high. What is $l$, with the same measured currents?*

The true excess voltages are 2.1 and 3.1 V. The quantity that stays fixed is the raw current ratio, not $F$:

$$\frac{R_2}{R_1}=17\times\frac32=25.5 .$$

The corrected rise is

$$F'=25.5\times\frac{2.1}{3.1}=17.27 .$$

It has hardly changed, but the difference of inverse voltages has:

$$\frac1{2.1}-\frac1{3.1}=0.1536\ \text{V}^{-1}.$$

Therefore

$$l=\frac{\ln 17.27}{(1.7\times10^6\ \text{V/cm})(0.1536\ \text{V}^{-1})}\approx109\ \text{nm}.$$

An error of 0.1 V in $V_{dsat}$ moves the length by 9 percent, mainly through the exponent.

## Variation 2: electrons that heat up late

*Let the electron energy lag behind the field with a relaxation length $\lambda$. What length does the substrate current then reveal?*

Let $w$ be the energy carried per electron by the current, above its equilibrium value. For electrons at temperature $T_e$ in a lattice at temperature $T$ this is $\tfrac52k_B(T_e-T)$, which is $5/3$ of the mean excess energy, and the rough length of 65 nm refers to this quantity. A simple energy balance is

$$\frac{dw}{dy}=qE-\frac{w}{\lambda}.$$

In a uniform field the steady solution is $w=qE\lambda$. This suggests defining an effective field $E_{eff}=w/(q\lambda)$ and using it in $\alpha$. Dividing the balance by $q$ gives

$$\lambda\frac{dE_{eff}}{dy}+E_{eff}=E .$$

Neglect $E_{sat}$, and measure $s$ from the drain edge, so that $E=(V/l)e^{s/l}$ for $s<0$. Try $E_{eff}=Ce^{s/l}$:

$$C\left(\frac{\lambda}{l}+1\right)=\frac Vl
\quad\Rightarrow\quad C=\frac{V}{l+\lambda}.$$

The homogeneous solution $e^{-s/\lambda}$ is excluded because it diverges far from the drain. Up to the edge, the integral is the one in part (a) with peak value $C$, and it contributes $Al\,E_1(B/C)$.

Now assume that the field drops abruptly to zero at the edge. The electrons are still hot there, and $E_{eff}=Ce^{-s/\lambda}$ for $s>0$. This is again an exponential profile, now of length $\lambda$, so it contributes $A\lambda\,E_1(B/C)$. These pairs are created inside the drain, where the model has no field to sweep the holes out, and counting them in $R$ assumes that they still reach the substrate. They make up a fraction $\lambda/(l+\lambda)$ of the total, 65 percent for $l=35$ nm and $\lambda=65$ nm. The total is

$$R=A(l+\lambda)\,E_1\!\left(\frac{B(l+\lambda)}{V}\right).$$

This is the local-field result with $l$ replaced by $l+\lambda$. Numerical integration of the lag equation for $l=35$ nm and $\lambda=65$ nm gives $R=4.33\times10^{-4}$ at 2 V and $1.06\times10^{-2}$ at 3 V. These are the values found for a local device with $l=100$ nm and $E_{sat}$ neglected. With $E_{sat}$ neglected and an abrupt drain edge, the bias dependence therefore cannot separate the two lengths.

Whether to subtract $\lambda$ depends on how $B$ was obtained. If $B$ comes from uniform-field data, the subtraction is appropriate within the approximations made here, a negligible $E_{sat}$ and an abrupt drain edge. If it was fitted with the local law to transistors of known $l$, similar to that of the device measured, the fit returned, within the same approximations, $B(1+\lambda/l)$ in place of $B$. With $E_{sat}=0.04$ MV/cm, a uniform-field $B$ of 1.2 MV/cm and $l$ of 100 to 150 nm, the fitted value is about 7 percent lower than this. The lag is then already contained in it, and subtracting $\lambda$ would count it twice. A field that falls gradually inside the drain would also alter the sum $l+\lambda$, by an amount not calculated here.

## Computed results

```
INPUTS
V1, V2 = 2.0, 3.0 V; rise F = 17
B = 1.70 MV/cm; A = 2.0e+06 1/cm (A rough)
Esat = 0.04 MV/cm (rough)
energy relaxation length = 65 nm (rough)
phonon energy = 63 meV (rough)
INFERENCE
ln F = 2.8332
1/V1 - 1/V2 = 0.16667 1/V
product B*l = 16.999 V
inferred l = 100.00 nm = 1.000e-05 cm
V = 2.0 V: x = B*l/V = 8.500
  V/l = 0.2000 MV/cm
  peak field with Esat = 0.2040 MV/cm
  R, closed law = 4.789e-04
  R, exponential field = 4.326e-04
  integral / closed law = 0.9032
  R, cosh field = 5.323e-04
V = 3.0 V: x = B*l/V = 5.666
  V/l = 0.3000 MV/cm
  peak field with Esat = 0.3027 MV/cm
  R, closed law = 1.221e-02
  R, exponential field = 1.057e-02
  integral / closed law = 0.8657
  R, cosh field = 1.133e-02
CORRECTIONS WITHIN THE LOCAL MODEL
l from full exponential integral = 101.5 nm
l with finite Esat = 107.3 nm
l with Esat and multiplication = 107.5 nm
SENSITIVITY
l if F is 10 percent larger = 103.4 nm
raw rise R2/R1 = 25.5
if both V are 0.1 V larger: F = 17.27
  l = 109.1 nm
B(400 K)/B(300 K) = 1.161
l if data were taken at 400 K = 86.1 nm
ENERGY LAG
true field length in lagged device = 35.0 nm
R, lagged device at 2.0 V = 4.326e-04
R, lagged device at 3.0 V = 1.057e-02
rise of R/V, lagged device = 16.29
apparent l, lagged device = 98.5 nm
apparent l for B = 1.2 MV/cm = 141.7 nm
  less relaxation length = 76.7 nm
```
